\section*{Zero permittivity and the infrared reflectivity minimum of a conducting oxide}

\section{The argument under review}

The argument concerns a thick layer of aluminium-doped zinc oxide, illuminated from vacuum at normal incidence. Its reflectivity is high in the far infrared, falls steeply as the photon energy rises, and passes through a minimum at 1.004 eV (1235 nm). The reasoning is as follows.
\begin{enumerate}
\item Where the permittivity is negative, no wave propagates in the conductor and light is reflected. Where it is positive, light enters.
\item The reflectivity minimum is where light enters best, so it marks the change of sign, $\varepsilon=0$.
\item The frequency of the minimum is therefore the screened plasma frequency, and it gives the carrier density.
\end{enumerate}
The density obtained is $1.11\times10^{21}\,\mathrm{cm^{-3}}$. The spectrum used here is calculated from a model with a density of $8.0\times10^{20}\,\mathrm{cm^{-3}}$, so the inference can be judged. It is 39\% too high. The first statement is sound when loss is absent. The second does not follow from it: a wave that is allowed to propagate need not be admitted without reflection.

\section{Permittivity and reflection}

Let all fields vary as $e^{-i\omega t}$. A carrier of charge $-e$ and effective mass $m$, damped at the rate $\gamma$, obeys $m\ddot x=-m\gamma\dot x-eE$. With $x=Xe^{-i\omega t}$ this becomes
\begin{equation}
-m\omega^2X=i m\gamma\omega X-eE
\quad\Rightarrow\quad
X=\frac{eE}{m(\omega^2+i\gamma\omega)} .
\end{equation}
The carriers, of density $n$, contribute the polarization $-neX$. The bound electrons are represented by a constant $\varepsilon_\infty>1$. The relative permittivity is then
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty-\frac{\omega_p^2}{\omega^2+i\gamma\omega},
\qquad \omega_p^2=\frac{ne^2}{\epsilon_0m},
\label{eq:drude}
\end{equation}
where $\epsilon_0$ is the vacuum permittivity.

Let the sample fill $z>0$ and be non-magnetic, with complex index $N=\sqrt{\varepsilon}$. With $k=\omega/c$, the electric field is $e^{ikz}+re^{-ikz}$ outside and $te^{iNkz}$ inside. The tangential electric and magnetic fields are continuous. The magnetic field is proportional to $dE/dz$, so
\begin{equation}
1+r=t,\qquad 1-r=Nt .
\label{eq:bc}
\end{equation}
Inserting the first equation in the second gives $1-r=N(1+r)$, hence
\begin{equation}
r=\frac{1-N}{1+N},\qquad R=|r|^2 .
\label{eq:fresnel}
\end{equation}

\section{Where the lossless minimum lies}

Set $\gamma=0$. Then $\varepsilon=\varepsilon_\infty-\omega_p^2/\omega^2$ rises steadily with frequency and vanishes at the screened plasma frequency
\begin{equation}
\omega_s=\frac{\omega_p}{\sqrt{\varepsilon_\infty}} .
\end{equation}
Below $\omega_s$ the index is imaginary, $N=i\kappa$, and $R=|1-i\kappa|^2/|1+i\kappa|^2=1$. At $\omega_s$ itself $N=0$, so $r=1$ and again $R=1$. The point that the argument assigns to the minimum is a point of total reflection.

The boundary conditions show why. At $N=0$, equation~\eqref{eq:bc} gives $t=2$ and $1-r=0$. The electric field at the surface is twice the incident one, but the magnetic field is zero, so no energy flows into the sample.

Above $\omega_s$ the index is real and positive, and
\begin{equation}
\frac{dR}{dN}=2r\,\frac{dr}{dN}
=2\,\frac{1-N}{1+N}\left[-\frac{2}{(1+N)^2}\right]
=-\frac{4(1-N)}{(1+N)^3}.
\end{equation}
The reflectivity falls while $N<1$, is zero at $N=1$, and rises afterwards. Since $\varepsilon$ rises with $\omega$, there is one minimum, at $\varepsilon=1$:
\begin{equation}
\varepsilon_\infty-\frac{\omega_p^2}{\omega_0^2}=1
\quad\Rightarrow\quad
\omega_0=\frac{\omega_p}{\sqrt{\varepsilon_\infty-1}}
=\omega_s\sqrt{\frac{\varepsilon_\infty}{\varepsilon_\infty-1}}>\omega_s .
\label{eq:w0}
\end{equation}

Two limits show the role of the bound electrons. For large $\varepsilon_\infty$, $\omega_0/\omega_s\approx1+1/(2\varepsilon_\infty)$, and the two frequencies draw together. As $\varepsilon_\infty\to1$, $\omega_0$ goes to infinity: a lossless free-electron gas has a plasma frequency but no reflectivity minimum at finite frequency.

Without loss, the steep edge, unlike the minimum, does begin at $\omega_s$. For small $N$,
\begin{equation}
R=\frac{(1-N)^2}{(1+N)^2}\approx1-4N=1-4\sqrt{\varepsilon},
\end{equation}
and near $\omega_s$ the permittivity is $\varepsilon\approx2\varepsilon_\infty(\omega-\omega_s)/\omega_s$. The square root makes the initial slope infinite.

\section{A change of incident medium separates the two conditions}

Suppose that the light arrives from a lossless medium of index $n_0$. The second condition in \eqref{eq:bc} becomes $n_0(1-r)=Nt$, so $r=(n_0-N)/(n_0+N)$. The lossless zero now requires $\varepsilon=n_0^2$, or
\begin{equation}
\omega=\frac{\omega_p}{\sqrt{\varepsilon_\infty-n_0^2}},
\qquad \varepsilon_\infty>n_0^2 .
\end{equation}
The conductor is unchanged and its permittivity still vanishes at $\omega_s$, yet the minimum has moved. The minimum expresses a match between two media. If $\varepsilon_\infty\le n_0^2$, no match occurs at finite frequency.

Zero permittivity marks something else. Without external charge, $\nabla\cdot(\varepsilon\mathbf E)=0$. For a plane wave this reads $\varepsilon\,\mathbf k\cdot\mathbf E=0$, and a longitudinal field, with $\mathbf k\cdot\mathbf E\neq0$, requires $\varepsilon=0$. This is the bulk plasma oscillation. A probe that imposes a displacement field $D$, such as a fast charge, loses to the medium the mean power density
\begin{equation}
\tfrac12\mathrm{Re}\left[E^*(-i\omega D)\right]
=\frac{\omega|D|^2}{2\epsilon_0}\,\mathrm{Im}\!\left(-\frac1\varepsilon\right),
\qquad E=\frac{D}{\epsilon_0\varepsilon}.
\end{equation}
From \eqref{eq:drude}, $\varepsilon=\varepsilon_\infty(\omega^2-\omega_s^2+i\gamma\omega)/(\omega^2+i\gamma\omega)$, so
\begin{equation}
\mathrm{Im}\!\left(-\frac1\varepsilon\right)
=\frac{1}{\varepsilon_\infty}\,
\frac{\gamma\omega\,\omega_s^2}{(\omega^2-\omega_s^2)^2+\gamma^2\omega^2}.
\end{equation}
Write $y=\omega^2-\omega_s^2$. Setting the derivative to zero gives $y^2-4\omega^2y-\gamma^2\omega^2=0$. For weak loss $y\approx-\gamma^2/4$, and the peak lies at $\omega\approx\sqrt{\omega_s^2-\gamma^2/4}$, close to $\omega_s$.

\section{Weak loss}

With $\gamma>0$ the permittivity is complex and cannot equal one at a real frequency, so the minimum is no longer zero. To find it, put $\varepsilon=1+\delta$ with $|\delta|\ll1$. Then $N\approx1+\delta/2-\delta^2/8$, and
\begin{equation}
r\approx-\frac{\delta}{4}\,\frac{1-\delta/4}{1+\delta/4}
\approx-\frac{\delta}{4}\left(1-\frac{\delta}{2}\right),
\qquad
R\approx\frac{|\delta|^2}{16}\,(1-\mathrm{Re}\,\delta).
\label{eq:small}
\end{equation}
Let $A=\varepsilon_\infty-1$, $G=\gamma/\omega_0$ and $\omega^2=\omega_0^2(1+s)$. Since $\omega_p^2=A\omega_0^2$,
\begin{align}
|\delta|^2&=A^2\,\frac{s^2+G^2(1+s)}{(1+s)(1+s+G^2)},\\
\mathrm{Re}\,\delta&=A\left(1-\frac{1}{1+s+G^2}\right)\approx A(s+G^2).
\end{align}
Take $s$ to be of order $G^2$, which the result will confirm. The inverse denominator is $1-2s-G^2$ to first order, so $|\delta|^2/A^2\approx G^2+s^2-G^2s$, apart from a constant of order $G^4$. The factor $1-\mathrm{Re}\,\delta$ adds $-AG^2s$ and another such constant. With $1+A=\varepsilon_\infty$,
\begin{equation}
\frac{16R}{A^2}\approx G^2+s^2-\varepsilon_\infty G^2s+\text{const}\times G^4 .
\end{equation}
The terms dropped in \eqref{eq:small} change the $s$-dependence only at higher order. The derivative vanishes at $s=\varepsilon_\infty G^2/2$, and to leading order
\begin{align}
\omega_{\min}&\approx\omega_0\left(1+\frac{\varepsilon_\infty G^2}{4}\right),
\qquad R_{\min}\approx\left(\frac{AG}{4}\right)^2,\label{eq:loss}\\
\mathrm{Re}\,\varepsilon_{\min}-1&\approx A\left(1+\frac{\varepsilon_\infty}{2}\right)G^2 .
\end{align}
Weak loss moves the minimum up. The zero of $\mathrm{Re}\,\varepsilon=\varepsilon_\infty-\omega_p^2/(\omega^2+\gamma^2)$ moves down, to $\sqrt{\omega_s^2-\gamma^2}$. Loss therefore widens the gap between them.

\section{The numbers of the case}

The model uses rough typical values: $n=8.0\times10^{20}\,\mathrm{cm^{-3}}$, $m=0.40$ electron masses, $\varepsilon_\infty=3.8$ and mobility $\mu=25\,\mathrm{cm^2/Vs}$. They give $\hbar\omega_p=1.6606$ eV. From $\mu=e/(m\gamma)$, the damping energy is $\hbar\gamma=\hbar e/(m\mu)=0.1158$ eV. Without loss,
\begin{align}
\hbar\omega_s&=\frac{1.6606}{\sqrt{3.8}}=0.852\ \mathrm{eV}\quad(1455\ \mathrm{nm}),\\
\hbar\omega_0&=\frac{1.6606}{\sqrt{2.8}}=0.992\ \mathrm{eV}\quad(1249\ \mathrm{nm}).
\end{align}
Only 0.011 eV above $\hbar\omega_s$, where $\varepsilon=0.1$, the lossless reflectivity has already fallen from 1 to 0.27. It is 0.029 at $\varepsilon=0.5$, zero at $\varepsilon=1$, and 0.029 again at $\varepsilon=2$; replacing $N$ by $1/N$ merely reverses the sign of $r$. Seen from a medium of index 1.5, the same conductor has its minimum at $1.6606/\sqrt{3.8-2.25}=1.334$ eV.

With loss, $G=0.1167$ and the numerical minimum is at 1.004 eV, where $R=0.0059$ and $\varepsilon=1.10+0.31i$. Equation~\eqref{eq:loss} gives 1.005 eV and $R=0.0067$, the latter 13\% above the numerical value. The loss function peaks at 0.850 eV, and $\mathrm{Re}\,\varepsilon$ vanishes at 0.844 eV. There $R=0.20$, a point on the flank of the edge. Damping has rounded the edge, and most of the fall now lies below $\omega_s$.

The density follows from the square of the observed energy. The two readings give
\begin{align}
\varepsilon=0:\quad n&=8.0\times10^{20}\,\frac{3.8\,(1.0039)^2}{(1.6606)^2}
=1.11\times10^{21}\,\mathrm{cm^{-3}},\\
\varepsilon=1:\quad n&=8.0\times10^{20}\,\frac{2.8\,(1.0039)^2}{(1.6606)^2}
=8.19\times10^{20}\,\mathrm{cm^{-3}}.
\end{align}
The factor $\varepsilon_\infty/(\varepsilon_\infty-1)=1.36$ separates them. The remaining 2\% excess in the second comes from loss.

That excess grows in poorer conductors. With density, mass and $\varepsilon_\infty$ held fixed, the minimum lies at 1.045 eV for $10\,\mathrm{cm^2/Vs}$ and at 1.130 eV for $5\,\mathrm{cm^2/Vs}$. In the last case the reading $\varepsilon=1$ overestimates the density by $(1.130/0.992)^2-1\approx30\%$. For such films the lossless formula is also inadequate, and the damping must be fitted.

\section{Conditions on the measurement}

\subsection{A film on glass}

A film of thickness $d$ has a second reflecting surface. Let $r_1$ be the front amplitude \eqref{eq:fresnel}, $r_2=(N-n_g)/(N+n_g)$ the amplitude at a thick substrate of index $n_g$, and $q=e^{2iNkd}$ the round-trip factor. The front surface seen from inside reflects with $-r_1$, and the product of its two transmission amplitudes is $1-r_1^2$. Summing the round trips gives
\begin{equation}
r=r_1+\frac{(1-r_1^2)\,r_2q}{1+r_1r_2q}=\frac{r_1+r_2q}{1+r_1r_2q}.
\end{equation}
Near $\varepsilon=1$ the front reflection is weak, so the back one matters. At the damped minimum $|r_1|=\sqrt{0.0059}=0.077$ and $N\approx1.06+0.15i$. For $n_g=1.5$ and $d=500$ nm, $|r_2|\approx0.18$ and $|q|\approx0.47$, so $|r_2q|\approx0.09$. The two amplitudes are comparable and can nearly cancel.

The first minimum met on raising the energy from 0.5 eV is at 0.982 eV for 500 nm, with $R=0.0001$. It is at 1.006 eV for 1000 nm and at 1.024 eV for 2000 nm. These values leave out the rear face of the glass. Its reflection, added incoherently, raises the 500 nm minimum to $R=0.007$ but moves its energy by less than 1\%. The approach to the thick-sample value is not steady, because the phase of $q$ changes with thickness as well as its size.

\subsection{Oblique incidence}

At angle $\theta$ and with the electric field in the plane of incidence, the continuous quantities are the magnetic field and its normal derivative divided by $\varepsilon$. The lossless reflection vanishes when
\begin{equation}
\cos\theta=\frac{\sqrt{\varepsilon-\sin^2\theta}}{\varepsilon}
\quad\Rightarrow\quad
\varepsilon^2\cos^2\theta-\varepsilon+\sin^2\theta=0,
\end{equation}
whose roots are $\varepsilon=1$ and $\varepsilon=\tan^2\theta$. At $8^\circ$ the second root is 0.020, reached at 0.854 eV, very near $\omega_s$. The zero at $\varepsilon=1$ persists at every angle; what normal incidence secures is that it is the only lossless minimum. With the damping of this example, the unpolarized minimum at $8^\circ$ remains at 1.004 eV.

\subsection{The real material}

The chosen parameters are meant to represent a heavily doped, degenerate zinc oxide film, not a particular specimen. Real coatings are often a micrometre thick or less, so the thick-sample assumption is broken; in the three films above this moves the minimum by up to about 2\%, but that is not a bound. With the same parameters and substrate, the first minimum is about 6\% too low for 700 nm, 6\% too high for 300 nm and 12\% too high for 200 nm, and the reading $\varepsilon=1$ then gives densities about 10\% too low, 16\% too high and 29\% too high. The remaining estimates are for a thick sample. Dispersion of the bound-electron response, represented by one resonance at 6 eV, lowers the minimum by 1.3\%; a resonance at 4 eV would lower it by 3.0\%. Lattice vibrations, with rough transverse and longitudinal energies of 0.051 and 0.073 eV, raise it by 0.2\%. Halving the constant damping lowers the minimum by 0.8\%. Damping that depends on frequency also has a reactive part, which can outweigh this: replacing $\gamma$ by $\gamma/(1-i\omega\tau)$ with $\hbar/\tau=1$ eV raises the minimum by 2.2\%.

The background constant enters the density through $\varepsilon_\infty-1$, so an error of 0.3 in $\varepsilon_\infty$ changes the result by about 11\%. The mass can matter more: the density is proportional to it, and taking 0.28 instead of 0.40 lowers the result by 30\%. Let the band obey $\mathcal E(1+C\mathcal E)=\hbar^2k^2/2m_b$, with rough values $m_b=0.28$ electron masses and $C=0.25\,\mathrm{eV^{-1}}$. Differentiation gives the velocity $v=\hbar k/[m_b(1+2C\mathcal E)]$. A small displacement $\delta k$ of the filled Fermi sphere changes the occupation only at its surface, and the mean velocity becomes $v_F\,\delta k/k_F$. The optical mass is therefore
\begin{equation}
\frac{\hbar k_F}{v_F}=m_b(1+2C\mathcal E_F)=0.28\,(1+0.5\times0.914)=0.41
\end{equation}
electron masses, consistent with the value used. At 300 K the thermal energy is 3\% of the Fermi energy $\mathcal E_F$, so a sharp sphere is a fair approximation. Using the band-edge mass instead would put the lossless minimum at 1.186 eV, 20\% too high.

\section{Requested correction}

The identification of the minimum with $\varepsilon=0$ should be withdrawn. For a thick, weakly damped sample in vacuum, the density estimate should use
\begin{equation}
n\approx\frac{\epsilon_0m}{e^2}\,(\varepsilon_\infty-1)\,\omega_{\min}^2,
\end{equation}
with the optical mass at the density concerned. In the thick-sample example with $25\,\mathrm{cm^2/Vs}$, the estimates above for loss, background dispersion and frequency-dependent damping correspond to density errors of up to about 7\%, apart from errors in $m$ and $\varepsilon_\infty$. The largest of these comes from one simple model of frequency-dependent damping, so the figure is an estimate and not a bound for real films. For a film on a substrate, or for strong damping, the whole spectrum should be fitted with thickness and $\gamma$ included. Such a fit determines $n/m$, so the optical mass is still needed to obtain the density. The numerical output lists the main values used in this comment.

\section*{Numbers as computed}
\begin{verbatim}
carrier density (rough input): 8.0e+20 cm^-3
effective mass (rough input): 0.40 electron masses
eps_inf (rough input): 3.80
mobility (rough input): 25 cm2/Vs
bare plasma energy Ep: 1.6606 eV
damping energy G: 0.1158 eV; G/E0: 0.1167
lossless eps=0, Es: 0.8519 eV = 1455 nm
lossless minimum, E0: 0.9924 eV = 1249 nm
ratio E0/Es: 1.1650
lossless eps=0.0: E=0.8519 eV, R=1.0000
lossless eps=0.1: E=0.8633 eV, R=0.2699
lossless eps=0.5: E=0.9141 eV, R=0.0294
lossless eps=1.0: E=0.9924 eV, R=0.0000
lossless eps=2.0: E=1.2378 eV, R=0.0294
lossless high-energy R: 0.1036
lossless minimum seen from index 1.5: 1.3338 eV
damped minimum: 1.0039 eV = 1235 nm
weak-loss estimate of it: 1.0052 eV
R at damped minimum: 0.00589
weak-loss estimate of it: 0.00667
eps at damped minimum: 1.0997 + 0.3114 i
damped Re eps=0: 0.8440 eV
R there: 0.1968
peak of Im(-1/eps): 0.8499 eV
density if minimum read as eps=0: 1.111e+21 cm^-3
density if minimum read as eps=1: 8.187e+20 cm^-3
lossless overestimate factor: 1.3571
mobility 50 cm2/Vs: minimum 0.9955 eV, R=0.0016
mobility 25 cm2/Vs: minimum 1.0039 eV, R=0.0059
mobility 10 cm2/Vs: minimum 1.0453 eV, R=0.0245
mobility 5 cm2/Vs: minimum 1.1304 eV, R=0.0506
background resonance (rough input): 6.0 eV
minimum with background dispersion: 0.9904 eV
lattice TO, LO (rough input): 0.051, 0.073 eV
minimum with lattice term: 1.0057 eV
band-edge mass (rough input): 0.28 electron masses
non-parabolicity C (rough input): 0.25 1/eV
optical mass from this band: 0.408 electron masses
lossless minimum with band-edge mass: 1.1862 eV
Fermi energy: 0.914 eV; kT/E_F at 300 K: 0.0283
8 deg, extra lossless p zero: eps=0.0198, E=0.8541 eV
8 deg, damped unpolarized minimum: 1.0039 eV
film 500 nm on index 1.5: first minimum 0.982 eV, R=0.0001
film 1000 nm on index 1.5: first minimum 1.006 eV, R=0.0013
film 2000 nm on index 1.5: first minimum 1.024 eV, R=0.0050
\end{verbatim}
